# Normalized image log-slope of sinusoidal equal lines and spaces: a numerical check

```python
"""Result under test: a centred sinusoidal image I = I0*(1 + C*cos(2*pi*x/p))
of equal lines and spaces has NILS = w*|d ln I/dx| = pi*C at x = p/4.
p: pitch; w = p/2: nominal width; C = (Imax-Imin)/(Imax+Imin).
Images are computed independently by an Abbe sum over source points.
Source and pupil coordinates are in units of the numerical aperture NA.
The sum also tests when the image is sinusoidal and what changes C.
"""
import numpy as np

wavelength = 193.0      # nm
NA = 1.35
n_water = 1.44
n_resist = 1.70
pitch = 90.0            # nm
width = pitch / 2
pole_centre, pole_radius = 0.80, 0.15
defocus, blur = 50.0, 8.0       # nm
flare, order_loss = 0.03, 0.10
orders = np.arange(-5, 6)


def mask_orders(duty=0.5):
    """Fourier coefficients by quadrature over one mask period."""
    u = (np.arange(20000) + 0.5) / 20000 - 0.5
    is_open = np.abs(u) < duty / 2
    return np.array([np.mean(is_open * np.cos(2*np.pi*m*u)) for m in orders])


def disk(radius, count, centre=0.0):
    g = ((np.arange(count) + 0.5) / count * 2 - 1) * radius
    sx, sy = np.meshgrid(g, g)
    keep = sx**2 + sy**2 <= radius**2
    return np.column_stack((sx[keep] + centre, sy[keep]))


def image(x, source, p=pitch, duty=0.5, z=0.0, pol=None, first=1.0):
    """Source-averaged intensity; pol is an optional input (x, y) vector."""
    coeff = mask_orders(duty)
    coeff[np.abs(orders) == 1] *= first
    waves = np.exp(2j*np.pi*np.outer(orders, x) / p)
    total = np.zeros(len(x))
    for start in range(0, len(source), 4000):
        s = source[start:start + 4000]
        qx = s[:, :1] + orders * wavelength / (p * NA)
        qy = s[:, 1:] + 0 * qx
        rho = np.hypot(qx, qy)
        inside = np.minimum(rho, 1.0)
        kz = np.sqrt(n_water**2 - (NA * inside)**2)
        amp = coeff * (rho <= 1) * np.exp(2j*np.pi*z*kz / wavelength)
        if pol is None:
            components = [1.0]
        else:
            safe = np.maximum(rho, 1e-12)
            c, sn = qx / safe, qy / safe
            sin_t = NA * inside / n_resist
            cos_t = np.sqrt(1 - sin_t**2)
            radial = pol[0]*c + pol[1]*sn
            azimuthal = -pol[0]*sn + pol[1]*c
            components = [radial*cos_t*c - azimuthal*sn,
                          radial*cos_t*sn + azimuthal*c, -radial*sin_t]
        for component in components:
            total += np.sum(np.abs((amp * component) @ waves)**2, axis=0)
    return total / len(source)


def measure(intensity, p=pitch, duty=0.5, samples=40, shift=0.0):
    """Contrast from extrema and NILS from a central difference."""
    h = 1e-4 * p
    edge = duty * p / 2 + shift
    x = np.r_[np.arange(samples) * p / samples, edge - h, edge + h]
    values = intensity(x)
    high, low = values[:samples].max(), values[:samples].min()
    slope = abs(np.log(values[-1]) - np.log(values[-2])) / (2*h)
    return (high - low) / (high + low), duty * p * slope


def harmonics(source, p, duty=0.5):
    values = image(np.arange(16) * p / 16, source, p=p, duty=duty)
    result = np.fft.rfft(values).real / 16
    result[1:-1] *= 2
    return result


right = disk(pole_radius, 31, pole_centre)
dipole = np.vstack((right, right * np.array([-1.0, 1.0])))
wide_disk = disk(0.9, 201)

# Mask orders and the main result.
a = mask_orders()
a0, a1 = a[5], a[6]
assert np.allclose([a0, a1, a[7]], [0.5, 1/np.pi, 0], atol=1e-6)
base = lambda x: image(x, dipole)
C, nils = measure(base)
assert abs(nils - np.pi*C) < 1e-5
assert abs(C - 4*np.pi / (np.pi**2 + 4)) < 1e-6

# Pitch limit for a purely sinusoidal image, also with unequal widths.
cutoff = wavelength / NA
for duty in (0.5, 0.4):
    below = harmonics(wide_disk, 0.99*cutoff, duty)
    above = harmonics(wide_disk, 1.05*cutoff, duty)
    assert np.max(np.abs(below[2:])) < 1e-12
    assert abs(above[2]) > 1e-4

# Partial capture: source-point sum against the circle-overlap area.
r, d = 0.9, wavelength / (pitch * NA)
overlap = (r*r*np.arccos((d*d + r*r - 1) / (2*d*r))
           + np.arccos((d*d + 1 - r*r) / (2*d))
           - 0.5*np.sqrt((-d+r+1)*(d+r-1)*(d-r+1)*(d+r+1)))
eta = 2 * overlap / (np.pi*r*r)
C_disk_formula = 2*a0*a1*eta / (a0*a0 + eta*a1*a1)
C_disk, nils_disk = measure(lambda x: image(x, wide_disk))
assert abs(C_disk - C_disk_formula) < 0.005  # finite source grid
assert abs(nils_disk - np.pi*C_disk) < 1e-5

# Unequal widths and displaced edges.
D = 0.4
C_duty, nils_duty = measure(lambda x: image(x, dipole, duty=D), duty=D)
duty_formula = (2*np.pi*D*C_duty*np.sin(np.pi*D)
                / (1 + C_duty*np.cos(np.pi*D)))
assert abs(nils_duty - duty_formula) < 1e-5
edge_move = 0.05 * width
shifted = []
for delta in (-edge_move, edge_move):
    value = measure(base, shift=delta)[1]
    phase = 2*np.pi*delta / pitch
    expected = np.pi*C*np.cos(phase) / (1 - C*np.sin(phase))
    assert abs(value - expected) < 1e-5
    shifted.append(value)

# Second harmonic and the nearly coherent three-beam limit.
p2 = 180.0
A = harmonics(wide_disk, p2)
C2, nils2 = measure(lambda x: image(x, wide_disk, p=p2), p=p2)
assert A[1] > 4*abs(A[2]) and np.max(np.abs(A[3:])) < 1e-12
assert abs(C2 - A[1] / (A[0] + A[2])) < 1e-6
assert abs(nils2 - np.pi*C2*(A[0]+A[2])/(A[0]-A[2])) < 1e-5
p3, small_disk = 200.0, disk(0.2, 41)
C3, nils3 = measure(lambda x: image(x, small_disk, p=p3), p=p3, samples=400)
assert abs(C3 - 1) < 1e-3 and abs(nils3 - 8) < 1e-3

# A one-sided source with defocus displaces the sinusoid.
one_point = np.array([[0.9, 0.0]])
C_one, nils_one = measure(lambda x: image(x, one_point, z=defocus),
                          samples=400)
assert abs(nils_one - np.pi*C_one) > 0.1

# Polarization factor for a point dipole.
points = np.array([[pole_centre, 0.0], [-pole_centre, 0.0]])
angle0 = np.arcsin(NA*pole_centre/n_resist)
angle1 = np.arcsin(NA*(pole_centre-d)/n_resist)
tm_factor = np.cos(angle0 - angle1)
C_tm = measure(lambda x: image(x, points, pol=(1, 0)))[0]
assert abs(C_tm - C*abs(tm_factor)) < 1e-6

# Effects omitted from the base model.
u = np.linspace(-6*blur, 6*blur, 61)
weights = np.exp(-u*u / (2*blur*blur))
weights /= weights.sum()


def blurred(x):
    values = base((x[:, None] - u).ravel())
    return values.reshape(len(x), len(u)) @ weights


mean_intensity = harmonics(dipole, pitch)[0]
effects = {
    "vector, y-polarized": lambda x: image(x, dipole, pol=(0, 1)),
    "vector, unpolarized": lambda x: 0.5*(image(x, dipole, pol=(0, 1))
                                         + image(x, dipole, pol=(1, 0))),
    "defocus": lambda x: image(x, dipole, z=defocus),
    "resist blur": blurred,
    "flare": lambda x: base(x) + flare*mean_intensity,
    "first-order loss": lambda x: image(x, dipole, first=1-order_loss),
}
results = {name: measure(function) for name, function in effects.items()}
for contrast, slope in results.values():
    assert abs(slope - np.pi*contrast) < 1e-5
blur_factor = np.exp(-2*np.pi**2*blur**2/pitch**2)
assert abs(results["resist blur"][0] - C*blur_factor) < 1e-6
assert abs(results["flare"][0] - C/(1+flare)) < 1e-6

# Dose needed to change the bright-space width by 10 percent.
narrow, nominal, wide = base(np.array([-edge_move, 0, edge_move]) + pitch/4)
dose_low, dose_high = nominal/narrow - 1, nominal/wide - 1
dose_linear = nils * 0.10 / 2
assert abs((dose_high-dose_low)/2 - dose_linear) < 0.03*dose_linear

print(f"Wavelength: {wavelength:.0f} nm; NA: {NA:.2f}")
print(f"Pitch: {pitch:.0f} nm; nominal line width: {width:.0f} nm")
print(f"Dipole pole centre: {pole_centre:.2f}; radius: {pole_radius:.2f} (NA)")
print(f"Refractive index: water {n_water:.2f}; resist {n_resist:.2f}")
print(f"Sinusoidal-image pitch limit: {cutoff:.1f} nm")
print(f"Diffraction-order spacing: {d:.4f} (NA)")
print(f"Mask amplitudes: a0 {a0:.4f}; a1 {a1:.4f}")
print(f"Mean intensity, clear field = 1: {mean_intensity:.4f}")
print(f"Image maximum: {base(np.array([0.0]))[0]:.4f}")
print(f"Image minimum: {base(np.array([pitch/2]))[0]:.4f}")
print(f"Dipole contrast C: {C:.4f}")
print(f"Dipole pi*C: {np.pi*C:.4f}; measured NILS: {nils:.4f}")
print(f"Log-slope at edge: {nils/width:.5f} 1/nm")
print(f"Disk source radius: {r:.2f} (NA); captured fraction: {eta:.4f}")
print(f"Disk contrast: sum {C_disk:.4f}; formula {C_disk_formula:.4f}")
print(f"Disk NILS: {nils_disk:.4f}")
print(f"Space/pitch {D:.2f}: C {C_duty:.4f}; NILS {nils_duty:.4f}")
print(f"Edge displacement: +/-{edge_move:.2f} nm")
print(f"NILS displaced into space: {shifted[0]:.4f}")
print(f"NILS displaced into line: {shifted[1]:.4f}")
print(f"Dose change for -10% space width: {100*dose_low:.2f} %")
print(f"Dose change for +10% space width: {100*dose_high:.2f} %")
print(f"Linear dose estimate: +/-{100*dose_linear:.2f} %")
print(f"Disk source at {p2:.0f} nm pitch:")
print(f"  A0 {A[0]:.4f}; A1 {A[1]:.4f}; A2 {A[2]:.4f}")
print(f"  C {C2:.4f}; pi*C {np.pi*C2:.4f}; NILS {nils2:.4f}")
print(f"Three-beam case: pitch {p3:.0f} nm; source radius 0.20 (NA)")
print(f"  C {C3:.4f}; pi*C {np.pi*C3:.4f}; NILS {nils3:.4f}")
print(f"One-sided point source at 0.90 (NA), defocus {defocus:.0f} nm:")
print(f"  pi*C {np.pi*C_one:.4f}; NILS {nils_one:.4f}")
print(f"TM interference factor at pole centre: {tm_factor:.4f}")
print(f"Effect inputs: defocus {defocus:.0f} nm; blur sigma {blur:.0f} nm")
print(f"  flare {100*flare:.0f} %; first-order loss {100*order_loss:.0f} %")
for name, (contrast, slope) in results.items():
    change = 100*(slope/nils - 1)
    print(f"{name}: C {contrast:.4f}; NILS {slope:.4f}; change {change:.1f} %")
print("PASS")
```

It prints:

```
Wavelength: 193 nm; NA: 1.35
Pitch: 90 nm; nominal line width: 45 nm
Dipole pole centre: 0.80; radius: 0.15 (NA)
Refractive index: water 1.44; resist 1.70
Sinusoidal-image pitch limit: 143.0 nm
Diffraction-order spacing: 1.5885 (NA)
Mask amplitudes: a0 0.5000; a1 0.3183
Mean intensity, clear field = 1: 0.3513
Image maximum: 0.6696
Image minimum: 0.0330
Dipole contrast C: 0.9060
Dipole pi*C: 2.8464; measured NILS: 2.8464
Log-slope at edge: 0.06325 1/nm
Disk source radius: 0.90 (NA); captured fraction: 0.1729
Disk contrast: sum 0.2056; formula 0.2057
Disk NILS: 0.6458
Space/pitch 0.40: C 0.9624; NILS 1.7731
Edge displacement: +/-2.25 nm
NILS displaced into space: 2.4624
NILS displaced into line: 3.2756
Dose change for -10% space width: -12.41 %
Dose change for +10% space width: 16.51 %
Linear dose estimate: +/-14.23 %
Disk source at 180 nm pitch:
  A0 0.3588; A1 0.3417; A2 0.0270
  C 0.8856; pi*C 2.7823; NILS 3.2361
Three-beam case: pitch 200 nm; source radius 0.20 (NA)
  C 1.0000; pi*C 3.1415; NILS 8.0000
One-sided point source at 0.90 (NA), defocus 50 nm:
  pi*C 2.8464; NILS 1.6801
TM interference factor at pole centre: 0.2044
Effect inputs: defocus 50 nm; blur sigma 8 nm
  flare 3 %; first-order loss 10 %
vector, y-polarized: C 0.9052; NILS 2.8438; change -0.1 %
vector, unpolarized: C 0.5426; NILS 1.7047; change -40.1 %
defocus: C 0.8426; NILS 2.6471; change -7.0 %
resist blur: C 0.7752; NILS 2.4353; change -14.4 %
flare: C 0.8796; NILS 2.7635; change -2.9 %
first-order loss: C 0.8627; NILS 2.7103; change -4.8 %
PASS
```
